# Domain-wall energy and width in a weakly coupled bistable chain

## Question

I am modelling a 180° domain wall as a chain of bistable cells, each with a reduced polarization \(p_i\) that prefers \(+1\) or \(-1\). The energy is

\[
E=U_0\sum_i(1-p_i^2)^2+\frac J2\sum_i(p_{i+1}-p_i)^2 ,\qquad U_0>0,\; J>0 .
\]

The wall has \(p_i\to-1\) far to the left and \(p_i\to+1\) far to the right. I have to find its energy as \(J\to0\) at fixed \(U_0\), and show that it becomes one lattice bond wide.

I replaced \(p_{i+1}-p_i\) by a derivative, with \(x\) in lattice spacings, and found

\[
p(x)=\tanh\frac{x}{w},\qquad w=\sqrt{\frac{J}{2U_0}},\qquad E=\frac43\sqrt{2U_0J}.
\]

Now \(w\) goes to zero, not to one bond. For \(U_0=100\) meV and \(J=8\) meV it is already 0.2 lattice spacings. Does the wall disappear? Is the \(\sqrt J\) law right? And how can I prove anything about the width without assuming a profile first?

## Answer

The wall does not disappear, and the \(\sqrt J\) law is wrong in this limit. Your derivative assumes that \(p\) changes little from one cell to the next, which requires \(w\gg1\). The discrete energy has to be kept, and it allows a proof that assumes no profile.

### Scaling and a first estimate

The curvature of the cell energy is \(U_0(12p^2-4)\), which equals \(8U_0\) in either well. Measure energy in this unit:

\[
e=\frac{E}{8U_0}=\sum_i W(p_i)+\frac\varepsilon2\sum_i(p_{i+1}-p_i)^2,
\]
\[
W(p)=\frac{(1-p^2)^2}{8},\qquad \varepsilon=\frac{J}{8U_0}.
\]

The two uniform states have \(e=0\), so the wall energy \(e_w\) is the lowest \(e\) compatible with the two end conditions.

Try the sharp step: \(p_i=-1\) for \(i\le0\) and \(p_i=+1\) for \(i\ge1\). All cells sit in their wells, and one bond has a difference of 2. Its energy is \((\varepsilon/2)\,2^2=2\varepsilon\). Since this is an allowed configuration,

\[
e_w\le2\varepsilon .
\]

This already rules out your formula at weak coupling. In the present units it reads \(e=\tfrac23\sqrt\varepsilon\), which exceeds \(2\varepsilon\) whenever \(\varepsilon<1/9\). A minimum cannot lie above the energy of an allowed configuration.

### A lower bound for every profile

Take the last cell with \(p\le0\), and call it \(j\). It exists because \(p\) is negative far to the left and positive far to the right. Its right neighbour is positive. Put \(x=|p_j|\) and \(y=p_{j+1}\), so this bond has difference \(x+y\).

All terms in \(e\) are non-negative, so dropping all but this bond and its two cells can only lower the energy. For \(x\ge0\),

\[
(1-x^2)^2=(1-x)^2(1+x)^2\ge(1-x)^2,
\]

and the same holds for \(y\). Therefore

\[
e\ge\frac{(1-x)^2+(1-y)^2}{8}+\frac\varepsilon2(x+y)^2 .
\]

Let \(s=x+y\). The sum of two squares is at least half the square of their sum, so \((1-x)^2+(1-y)^2\ge(2-s)^2/2\), and

\[
e\ge\frac{(2-s)^2}{16}+\frac{\varepsilon s^2}{2}.
\]

The right side is smallest where \(-(2-s)/8+\varepsilon s=0\), that is, at \(s=2/(1+8\varepsilon)\). There \(2-s=16\varepsilon/(1+8\varepsilon)\), and the value is

\[
\frac{16\varepsilon^2+2\varepsilon}{(1+8\varepsilon)^2}=\frac{2\varepsilon}{1+8\varepsilon}.
\]

The wall energy is thus enclosed for any \(\varepsilon>0\):

\[
\frac{2\varepsilon}{1+8\varepsilon}\le e_w\le2\varepsilon .
\]

Dividing by \(2\varepsilon\) and letting \(\varepsilon\to0\) gives \(e_w/(2\varepsilon)\to1\). In the original units,

\[
E_w\to0,\qquad \frac{E_w}{2J}\to1 .
\]

The energy vanishes linearly in \(J\), not as \(\sqrt J\).

### Why there is one sign change

The minimum has \(e\le2\varepsilon\), so consider any configuration satisfying this. No cell can hold more than the total energy:

\[
\frac{(1-|p_i|)^2}{8}\le W(p_i)\le2\varepsilon
\quad\Longrightarrow\quad \bigl|1-|p_i|\bigr|\le4\sqrt\varepsilon .
\]

Every cell, including those next to the wall, is close to a well when \(\varepsilon\) is small. Write \(m=1-4\sqrt\varepsilon\) and suppose \(m>0\). A bond whose ends have opposite signs then has a difference of at least \(2m\), and costs at least \(2\varepsilon m^2\).

The number of such bonds is odd, because the two ends of the chain have opposite signs. If it were three or more, the energy would be at least \(6\varepsilon m^2\). This exceeds \(2\varepsilon\) if \(m>1/\sqrt3\), or

\[
\varepsilon<\varepsilon^*=\left[\frac{1-1/\sqrt3}{4}\right]^2\approx0.0112 .
\]

Below \(\varepsilon^*\) there is therefore one sign-changing bond. The condition is sufficient; the argument does not say that the wall changes character at \(\varepsilon^*\).

The same condition settles whether a minimum exists. Number the cells so that the sign changes between cells 0 and 1. The allowed profiles have \(p_i\le-m\) on the left and \(p_i\ge m\) on the right, which is a closed convex set. On it,

\[
W''(p)=\frac{3p^2-1}{2}\ge\frac{3m^2-1}{2}>0,
\]

so the energy is strictly convex. It is also at least one eighth of the summed squared deviations from the sharp step, so it grows without limit as these deviations grow. A continuous, strictly convex function with this growth has one minimizer on a closed convex set of square-summable deviations.

The replacement \(p_i\to-p_{1-i}\) leaves both the set and the energy unchanged. Since the minimizer is unique, it must have this symmetry: \(p_0=-p_1\), \(p_{-1}=-p_2\), and so on. Finally, the bonds hold some energy, so the cells together hold less than \(2\varepsilon\). The limits \(|p_i|\ge m\) are then not reached, and the minimizer obeys the ordinary stationarity equations.

### How the neighbouring cells relax

Since \(W'(p)=(p^3-p)/2\), setting \(\partial e/\partial p_i=0\) gives

\[
\frac{p_i^3-p_i}{2}=\varepsilon(p_{i+1}-2p_i+p_{i-1}).
\]

On the right side write \(p_n=1-\delta_n\), \(n\ge1\). Expanding the cube,

\[
\frac{(1-\delta)^3-(1-\delta)}2=-\delta+\frac32\delta^2-\frac12\delta^3 .
\]

For \(n=1\), symmetry gives \(p_0=-p_1\), so the bracket on the right is \(p_2-3p_1=-2-\delta_2+3\delta_1\). Changing the overall sign,

\[
\delta_1-\frac32\delta_1^2+\frac12\delta_1^3=\varepsilon(2+\delta_2-3\delta_1).
\]

For \(n\ge2\) the constants cancel:

\[
\delta_n-\frac32\delta_n^2+\frac12\delta_n^3=\varepsilon(\delta_{n-1}-2\delta_n+\delta_{n+1}).
\]

At \(\varepsilon=0\) the sharp step solves these equations, and their linear part is the identity. The implicit function theorem then gives a solution that can be expanded in powers of \(\varepsilon\). Its deviations are of order \(\varepsilon\), smaller than the permitted \(4\sqrt\varepsilon\), so it lies in the convex set and is the minimizer.

At first order, \(\delta_1=2\varepsilon\). The equation for \(n=2\) then gives \(\delta_2=\varepsilon\delta_1=2\varepsilon^2\) at leading order. Each further cell is driven by the one before it and gains one factor of \(\varepsilon\):

\[
\delta_n\approx2\varepsilon^n .
\]

This is the leading term at fixed \(n\) as \(\varepsilon\to0\). Far from the wall the equation is linear, and each cell reduces \(\delta\) by a factor close to \(\varepsilon/(1+2\varepsilon)\), slightly below \(\varepsilon\). The relative error therefore grows with \(n\): at \(\varepsilon=0.01\), \(\delta_{35}\) is about half of \(2\varepsilon^{35}\).

For the next term in \(\delta_1\), insert \(\delta_1=2\varepsilon+c\varepsilon^2\). The terms in \(\varepsilon^2\) are \(c-\tfrac32\cdot4=c-6\) on the left and \(-3\cdot2=-6\) on the right. Hence \(c=0\): the softening of the well cancels the weakening of the pull. So

\[
\delta_1=2\varepsilon+O(\varepsilon^3),\qquad \delta_2=2\varepsilon^2+O(\varepsilon^3).
\]

### The energy beyond the leading term

Let the profile follow its minimum as \(\varepsilon\) changes. The terms containing \(dp_i/d\varepsilon\) are multiplied by \(\partial e/\partial p_i=0\). What remains is the explicit derivative:

\[
\frac{de_w}{d\varepsilon}=\frac12\sum_i(p_{i+1}-p_i)^2 .
\]

The central difference is \(2(1-\delta_1)\), and its contribution is

\[
2(1-\delta_1)^2=2-4\delta_1+2\delta_1^2=2-8\varepsilon+8\varepsilon^2+O(\varepsilon^3).
\]

The two bonds beside it have differences \(\delta_1-\delta_2\). Together they contribute \((\delta_1-\delta_2)^2=4\varepsilon^2+O(\varepsilon^3)\). Bonds farther out start at \(\varepsilon^4\). Thus

\[
\frac{de_w}{d\varepsilon}=2-8\varepsilon+12\varepsilon^2+O(\varepsilon^3).
\]

Integrating from \(e_w(0)=0\),

\[
e_w=2\varepsilon-4\varepsilon^2+4\varepsilon^3+O(\varepsilon^4).
\]

Multiplication by \(8U_0\), with \(8U_0\varepsilon=J\), gives

\[
\boxed{E_w=2J\left[1-2\varepsilon+2\varepsilon^2+O(\varepsilon^3)\right],\qquad \varepsilon=\frac{J}{8U_0}}
\]

or, in the original parameters, \(E_w=2J-J^2/(2U_0)+J^3/(16U_0^2)+\dots\)

The first correction has a simple origin. In the sharp step, each cell beside the wall is pulled with reduced force \(2\varepsilon\) in a well of unit curvature. It gains \((2\varepsilon)^2/2=2\varepsilon^2\) by yielding, and the two cells together gain \(4\varepsilon^2\).

### What "one bond wide" means

Assign to each bond its fraction of the total change, \(d_i=(p_{i+1}-p_i)/2\). These fractions add up to one because \(p\) rises from \(-1\) to \(+1\). The central fraction is

\[
d_0=1-\delta_1=1-2\varepsilon+O(\varepsilon^3)\to1 .
\]

To count the bonds taking part, use \(N=1/\sum_i d_i^2\). If \(M\) bonds shared the change equally, each would have \(d=1/M\), and \(N\) would be \(M\). Here \(\sum_i d_i^2=\tfrac12\,de_w/d\varepsilon=1-4\varepsilon+O(\varepsilon^2)\), so

\[
N=1+4\varepsilon+O(\varepsilon^2)\to1 .
\]

This is the required result. The step keeps its height of 2 and settles on one bond; what vanishes is its cost. Your \(w\) went to zero because a continuous coordinate has no smallest distance, whereas a chain cannot change \(p\) over less than one bond.

### Numbers for your parameters

For \(U_0=100\) meV and \(J=8\) meV, \(\varepsilon=8/800=0.01\), just below \(\varepsilon^*\). The series gives

\[
E_w=16\,(1-0.02+0.0002)\ \text{meV}=15.683\ \text{meV}.
\]

The bounds are 14.81 and 16 meV. I also solved the stationarity equations by Newton's method, with 80 free cells on each side of the wall and the symmetry imposed. This gives 15.683 meV as well, divided as follows:

- central bond: 15.366 meV;
- cells displaced from their wells: 0.314 meV;
- all other bonds: 0.003 meV.

The numerical deviations are \(\delta_1=0.019998\), \(\delta_2=1.961\times10^{-4}\) and \(\delta_3=1.923\times10^{-6}\). The second lies 2% below \(2\varepsilon^2\). The next order explains this: in the equation for \(\delta_2\), the term \(-2\varepsilon\delta_2\) adds \(-4\varepsilon^3\), while \(\delta_1\) has no \(\varepsilon^2\) term to offset it. This gives \(\delta_2\approx1.96\times10^{-4}\).

Repeating the solution at fixed \(U_0=100\) meV shows the approach to the limit. Energies are in meV, and the last column is your continuum formula.

| \(J\) | \(E_w\) | \(E_w/2J\) | \(d_0\) | \(N\) | Continuum |
|---:|---:|---:|---:|---:|---:|
| 80 | 131.24 | 0.820 | 0.803 | 1.512 | 168.7 |
| 8 | 15.683 | 0.9802 | 0.9800 | 1.041 | 53.3 |
| 0.8 | 1.5968 | 0.9980 | 0.9980 | 1.004 | 16.9 |
| 0.08 | 0.15997 | 0.9998 | 0.9998 | 1.0004 | 5.3 |

The first row has \(\varepsilon=0.1>\varepsilon^*\), so the uniqueness proof does not cover it; the row describes the symmetric stationary profile. In the last row the continuum energy is about 33 times too large. That agrees with the ratio of the two leading laws, \((\tfrac23\sqrt\varepsilon)/(2\varepsilon)=1/(3\sqrt\varepsilon)\), at \(\varepsilon=10^{-4}\).

You can also see what extra sign changes cost. I relaxed every sign pattern of eight free cells between ends held at \(-1\) and \(+1\), again at \(J=8\) meV. The lowest energy with more than one sign change was 46.40 meV. An alternating group \(-,+,-,+\) accounts for this value. Its three sharp bonds cost \(6\varepsilon\). Each of its two inner cells is pulled from both sides with total force \(4\varepsilon\) and gains \(8\varepsilon^2\); each outer cell gains \(2\varepsilon^2\). The total is \(6\varepsilon-20\varepsilon^2=0.058\), or 46.4 meV.

### Other limits

If \(J\) is fixed and \(U_0\to\infty\), then \(\varepsilon\to0\) again, but \(E_w\to2J\) stays finite. The cells become two-valued spins, \(p_i=\pm1\), and each bond energy is \(J(1-p_ip_{i+1})\). The narrow wall is thus a consequence of small \(J/U_0\), and the energy of such a narrow wall, close to \(2J\), vanishes only if \(J\) itself goes to zero.

At \(J=0\) every pattern of \(+1\) and \(-1\) has zero energy, and the minimum no longer selects a single wall. The one-bond result belongs to the limit from positive \(J\).

For \(\varepsilon\gg1\) your continuum solution becomes appropriate, since \(w=2\sqrt\varepsilon\) then spans many cells.

### From one chain to a flat wall

For a flat wall crossing many parallel chains, all switching at the same plane, take a cross-section of 0.25 nm² per chain. The energy of 15.683 meV per chain becomes 62.7 meV/nm², or about 10 mJ/m². This is a result of round model parameters, not a value for a particular material. The model has no electrostatic term, so it can stand only for an uncharged wall, one whose plane contains the polarization axis, with the chains running across it; a head-to-head or tail-to-tail wall carries bound charge whose energy is not included. Nearest-neighbour coupling is itself an assumption, because elastic and electric forces in a ferroelectric reach farther. Suppose second neighbours are coupled by \((J_2/2)(p_{i+2}-p_i)^2\). Two such links cross a sharp wall, each costing \(2J_2\), so \(J_2=2\) meV would add about 8 meV, half of the energy found here. Real films also have grain boundaries, defects and depolarizing fields, which this estimate does not include. The calculation is for zero temperature as well: at room temperature \(k_BT\) is about 26 meV, more than \(E_w\), so an isolated chain with these parameters would contain many thermally created walls.
